# Kotani moments of octahedral t2g ions from an effective p shell, part 1

(Sections cited here and not found follow in the second part.)

## 1. The effective p shell and its magnetic levels

A transition-metal ion with one d electron has one unpaired spin. If that spin alone carried the magnetism, the effective moment would be $\sqrt3$ Bohr magnetons at every temperature. In an octahedral site with strong spin-orbit coupling the moment instead falls on cooling and, in the ideal case, tends to zero although the electron remains unpaired. A low-spin ion with four d electrons and total spin one also loses its moment. The susceptibility of both ions nevertheless stays finite. To see how, one must treat spin-orbit coupling and the magnetic field within the same small set of orbitals.

### Operators and conventions

The octahedral field splits the d shell into the three $t_{2g}$ orbitals $yz$, $zx$, $xy$ and, higher by $\Delta$, the two $e_g$ orbitals. All $n$ electrons are taken to occupy $t_{2g}$. For $n=4$ this is the low-spin configuration. Angular momenta are in units of $\hbar$, and $\boldsymbol{\ell}_i$ is the true orbital angular momentum of electron $i$. The spin-orbit and magnetic energies are

$$
H_{\rm so}=\zeta\sum_i\boldsymbol{\ell}_i\cdot\mathbf s_i,\qquad
H_B=\mu_B\mathbf B\cdot\mathbf M,\qquad
\mathbf M=\sum_i(\boldsymbol{\ell}_i+2\mathbf s_i),
\tag{1}
$$

with $\zeta>0$. The magnetic moment operator is $-\mu_B\mathbf M$. The spin factor is set to 2, and the diamagnetic energy proportional to $B^2$ is left out, so that only the paramagnetic response is treated. If $m$ is the mean moment of one ion along the field, then

$$
\chi=\left.\frac{\partial m}{\partial B}\right|_{B=0},\qquad
\mu_{\rm eff}^2=\frac{3k_BT\chi}{\mu_B^2}.
\tag{2}
$$

Here $\mu_{\rm eff}$ is a pure number, the moment in units of $\mu_B$. It is a way of expressing $\chi$, and need not be the moment of any single state.

### Why the orbital momentum changes sign

The three functions $yz$, $zx$, $xy$, multiplied by the same radial function, have equal norms. The operator $\ell_z=-i(x\partial_y-y\partial_x)$ acts on them as

$$
\ell_z\,yz=-i\,zx,\qquad \ell_z\,zx=+i\,yz,\qquad
\ell_z\,xy=-i(x^2-y^2).
\tag{3}
$$

The last function belongs to $e_g$ and is orthogonal to the $t_{2g}$ set. On the p functions the same operator gives

$$
\ell_z\,x=+i\,y,\qquad \ell_z\,y=-i\,x,\qquad \ell_z\,z=0.
\tag{4}
$$

Let $yz$, $zx$, $xy$ correspond to $x$, $y$, $z$, and let $P$ project on $t_{2g}$. Comparison of (3) with (4) shows that the projected d-shell matrix is minus the p-shell matrix. A cyclic permutation of the coordinates carries this result to the other two components. With $\mathbf l$ denoting the p-shell angular momentum,

$$
P\boldsymbol{\ell}P=-\mathbf l,\qquad l=1.
\tag{5}
$$

Keeping only $t_{2g}$ leaves out three kinds of correction. Spin-orbit mixing with $e_g$ changes the matrix elements of $\mathbf M$ by amounts of order $\zeta/\Delta$, one case of which is worked out in the second half. For $n=2$ it also splits the ground level, which matters at low temperature. Mixing with $e_g$ by the field itself adds a temperature-independent susceptibility of order $\mu_B^2/\Delta$, that is, a term of order $k_BT/\Delta$ in $\mu_{\rm eff}^2$. With several electrons, the Coulomb repulsion can also mix $t_{2g}^n$ with configurations that contain $e_g$ electrons. This changes the orbital moment even without spin-orbit coupling, for $n=2$ and $n=5$ already at first order in the ratio of the exchange energy $J_H$, introduced below, to $\Delta$. This mixing is carried by the Racah parameter $B_R$, which in an atomic d shell is one part of the exchange energy, $J_H=3B_R+C_R$. The $t_{2g}$ model therefore also assumes $J_H\ll\Delta$. Within $t_{2g}$, equation (1) becomes

$$
H_{\rm so}=-\zeta\sum_i\mathbf l_i\cdot\mathbf s_i,\qquad
\mathbf M=-\mathbf L+2\mathbf S,\qquad
\mathbf L=\sum_i\mathbf l_i,\quad \mathbf S=\sum_i\mathbf s_i .
\tag{6}
$$

The minus sign enters twice. It inverts the order of the spin-orbit levels relative to a p shell, and it sets the orbital moment against the spin moment when $\mathbf L$ and $\mathbf S$ are parallel.

### The lowest term for each electron number

The Coulomb repulsion between $t_{2g}$ electrons is described by an energy $U$ for two electrons in the same orbital, $U-2J_H$ for two in different orbitals, and an exchange energy $J_H>0$. The exchange acts between different orbitals and also moves a pair from one orbital to another. For two electrons in different orbitals, an antisymmetric space function has energy $U-2J_H-J_H=U-3J_H$, and a symmetric one has $U-2J_H+J_H=U-J_H$. The antisymmetric space function goes with spin one. For doubly occupied orbitals, pair transfer gives the energies $U+2J_H$ once and $U-J_H$ twice. The spin triplet is therefore lowest, by $2J_H$. It is assumed that $J_H\gg\zeta$, so that only the term of greatest spin need be kept. Its quantum numbers follow by counting.

- For $n=1$, $L=1$ and $S=1/2$.
- For $n=2$ with parallel spins, the three antisymmetric space functions are the components of the cross product of two vectors. They form a vector, so $L=1$ and $S=1$.
- For $n=3$ with parallel spins, each orbital holds one electron. The antisymmetric product of three vectors is a scalar, so $L=0$ and $S=3/2$.
- For $n=4$ with greatest spin projection, three electrons have spin up and fill the three orbitals once. The remaining spin-down electron supplies $L=1$, and $S=3/2-1/2=1$.
- For $n=5$, two spin-down electrons accompany the filled spin-up set. They supply $L=1$ as for $n=2$, and $S=3/2-1=1/2$.
- For $n=6$ the shell is closed and $L=S=0$.

For $n=1$ and $n=5$ there is only one term, since the states are those of one electron or one hole, and the condition $J_H\gg\zeta$ is not needed.

### Spin-orbit coupling within a term

The nine operators $\sum_i l_{ia}s_{ib}$, with $a,b=x,y,z$, form a vector in their orbital index and a vector in their spin index. Within a term of fixed $L$ and $S$, the Wigner–Eckart theorem, applied to orbital and spin rotations separately, makes them proportional to $L_aS_b$ with one common constant $c$:

$$
\sum_i l_{ia}s_{ib}=c\,L_aS_b .
\tag{7}
$$

The constant follows from $a=b=z$ in the states with spin projection $M_S=S$, where $S_z$ on the right is the number $S$. For $n=1,2$ every electron has $s_z=1/2$, so the left side is $L_z/2$ and $c=1/(2S)$. For $n=4,5$ the filled spin-up set has $\sum l_z=0$. The whole of $L_z$ then comes from electrons with $s_z=-1/2$, the left side is $-L_z/2$, and $c=-1/(2S)$. Summing (7) over $a=b$ and inserting it in (6) gives

$$
H_{\rm so}=\lambda\,\mathbf L\cdot\mathbf S,\qquad
\lambda=-\frac{\zeta}{2S}\ (n=1,2),\qquad
\lambda=+\frac{\zeta}{2S}\ (n=4,5).
\tag{8}
$$

Thus $\lambda=-\zeta,\,-\zeta/2,\,+\zeta/2,\,+\zeta$ for $n=1,2,4,5$.

Let $\mathbf J=\mathbf L+\mathbf S$. This is an effective total angular momentum, because $\mathbf L$ is effective. Squaring it gives $2\mathbf L\cdot\mathbf S=J(J+1)-L(L+1)-S(S+1)$, and with $L=1$

$$
E_J=\frac{\lambda}{2}\left[J(J+1)-2-S(S+1)\right].
\tag{9}
$$

For $S=1/2$ the value of $\mathbf L\cdot\mathbf S$ is $1/2$ at $J=3/2$ and $-1$ at $J=1/2$. For $S=1$ it is $1$, $-1$, $-2$ at $J=2,1,0$. Multiplication by $\lambda$ gives

$$
\begin{aligned}
n=1:&\quad E_{3/2}=-\tfrac12\zeta,\quad E_{1/2}=\zeta,\\
n=2:&\quad E_2=-\tfrac12\zeta,\quad E_1=\tfrac12\zeta,\quad E_0=\zeta,\\
n=4:&\quad E_0=-\zeta,\quad E_1=-\tfrac12\zeta,\quad E_2=\tfrac12\zeta,\\
n=5:&\quad E_{1/2}=-\zeta,\quad E_{3/2}=\tfrac12\zeta .
\end{aligned}
\tag{10}
$$

The ground level is a quartet for $n=1$ and a single state for $n=4$.

### The moment inside one level

Within a level of given $J$, a vector operator $\mathbf V$ is proportional to $\mathbf J$. Taking the scalar product with $\mathbf J$ fixes the factor as $\mathbf V\cdot\mathbf J/[J(J+1)]$. For $\mathbf M=-\mathbf L+2\mathbf S$,

$$
\begin{aligned}
\mathbf M\cdot\mathbf J
&=-\mathbf L^2+2\mathbf S^2+\mathbf L\cdot\mathbf S\\
&=-2+2S(S+1)+\tfrac12\left[J(J+1)-2-S(S+1)\right]\\
&=\tfrac12\left[J(J+1)+3S(S+1)-6\right].
\end{aligned}
\tag{11}
$$

The mixed term in the first line is $-\mathbf L\cdot\mathbf S+2\mathbf S\cdot\mathbf L=+\mathbf L\cdot\mathbf S$. Hence, for $J>0$,

$$
\mathbf M\to g_J\mathbf J,\qquad
g_J=\frac{J(J+1)+3S(S+1)-6}{2J(J+1)} .
\tag{12}
$$

For $S=1/2$ the numerator at $J=3/2$ is $15/4+9/4-6=0$, and at $J=1/2$ it is $3/4+9/4-6=-3$. For $S=1$ the numerators at $J=1$ and $J=2$ are 2 and 6. Therefore

$$
S=\tfrac12:\ g_{3/2}=0,\ g_{1/2}=-2;\qquad
S=1:\ g_1=g_2=\tfrac12 .
\tag{13}
$$

The $d^1$ result can be seen in one state. The quartet member with $J_z=3/2$ has $l_z=1$ and $s_z=1/2$, so $M_z=-1+2\cdot\tfrac12=0$. Equation (12) says more: every matrix element of $\mathbf M$ between states of the quartet vanishes. The spin moment is present and is cancelled by an equal and opposite orbital moment. For $d^4$ the reason is different, because the $J=0$ ground level is a single state and has no vector moment of any kind.

### The moment between levels

A field also mixes levels of different $J$. Since $\mathbf S=\mathbf J-\mathbf L$,

$$
\mathbf M=2\mathbf J-3\mathbf L .
\tag{14}
$$

The operator $\mathbf J$ does not connect different levels, so the mixing is due to $-3\mathbf L$ alone. The quantity needed is

$$
W_{JJ'}=\sum_{m,m'}\left|\langle Jm|L_z|J'm'\rangle\right|^2,\qquad J'\ne J .
\tag{15}
$$

It can be found without individual matrix elements. Within a level, $\mathbf L\to a_J\mathbf J$, and from $\mathbf L\cdot\mathbf J=2+\mathbf L\cdot\mathbf S$

$$
a_J=\frac{J(J+1)+2-S(S+1)}{2J(J+1)} .
\tag{16}
$$

The trace of $L_z^2$ over the $2J+1$ states of a level is one third of the trace of $\mathbf L^2=2$, since the level is invariant under rotations and the three directions contribute equally. Similarly the trace of $J_z^2$ is $J(J+1)(2J+1)/3$. Inserting a complete set of states between the two factors $L_z$ gives

$$
\frac{2(2J+1)}{3}=a_J^2\,\frac{J(J+1)(2J+1)}{3}+\sum_{J'\ne J}W_{JJ'} .
\tag{17}
$$

For $S=1/2$ and $J=1/2$, equation (16) gives $a_{1/2}=4/3$, and (17) reads $4/3=(16/9)(1/2)+W$. Thus $W=4/9$.

For $S=1$ a vector operator connects $J=0$ only with $J=1$, so (17) at $J=0$ gives $W_{01}=2/3$. At $J=2$ the only partner is again $J=1$. With $a_2=1/2$, (17) reads $10/3=(1/4)(10)+W_{12}$, so $W_{12}=5/6$. The factor $(-3)^2=9$ from (14) turns these into the summed squares of $M_z$:

$$
9W_{\frac12\frac32}=4,\qquad 9W_{01}=6,\qquad 9W_{12}=\tfrac{15}{2}.
\tag{18}
$$

A level without a moment of its own can therefore still be polarized by a field, through its coupling to the other levels of the term.

## 2. Thermal moments, their zeros and their limits

The $t_{2g}^n$ ion is described by an effective $L=1$, a spin $S$ and their sum $\mathbf J$, with magnetic energy $\mu_B\mathbf B\cdot\mathbf M$ and $\mathbf M=-\mathbf L+2\mathbf S$. The levels $E_J$ are listed in (10) in terms of the one-electron spin-orbit constant $\zeta$. Within a level $\mathbf M=g_J\mathbf J$, with the factors (13). Between levels the summed squares of $M_z$ are the numbers $9W_{JJ'}$ of (18). The effective moment is defined by $\mu_{\rm eff}^2=3k_BT\chi/\mu_B^2$.

### The susceptibility

Let the field lie along $z$, with $h=\mu_BB$ and $\beta=1/k_BT$. Since $M_z$ conserves $J_z$, and each $J$ contains a given $J_z=m$ at most once, ordinary nondegenerate perturbation theory applies for each $m$:

$$
E_{Jm}(h)=E_J+g_Jm\,h+\epsilon_{Jm}h^2,\qquad
\epsilon_{Jm}=-\sum_{J'\ne J}\frac{|\langle J'm|M_z|Jm\rangle|^2}{E_{J'}-E_J}.
\tag{19}
$$

Expanding the Boltzmann factors to order $h^2$, one finds the partition function

$$
Z(h)=Z+h^2\sum_{Jm}e^{-\beta E_J}\left[\tfrac12\beta^2g_J^2m^2-\beta\epsilon_{Jm}\right].
\tag{20}
$$

The term linear in $h$ is absent because $\sum_m m=0$. The free energy is $F=-k_BT\ln Z(h)$, and $\chi=-\partial^2F/\partial B^2$ at zero field. Differentiation brings a factor $2k_BT\mu_B^2/Z$. With $\sum_m m^2=J(J+1)(2J+1)/3$ the result is

$$
\chi=\frac{\mu_B^2}{Z}\sum_Je^{-\beta E_J}\left[
\frac{\beta g_J^2J(J+1)(2J+1)}{3}
+2\sum_{J'\ne J}\frac{9W_{JJ'}}{E_{J'}-E_J}\right].
\tag{21}
$$

The first part is the orientation of existing moments, and the second is the Van Vleck part, due to moments induced by mixing. Each pair of levels occurs twice in the second part, with opposite energy denominators. Combining the two terms and multiplying by $3k_BT/\mu_B^2$ gives

$$
\mu_{\rm eff}^2=\frac1Z\left[\sum_JC_Je^{-\beta E_J}
+6k_BT\sum_{E_J<E_{J'}}9W_{JJ'}\frac{e^{-\beta E_J}-e^{-\beta E_{J'}}}{E_{J'}-E_J}\right],
\tag{22}
$$

where $C_J=g_J^2J(J+1)(2J+1)$. From (13), $C_{3/2}=0$ and $C_{1/2}=6$ for $S=1/2$, while $C_0=0$, $C_1=3/2$ and $C_2=15/2$ for $S=1$.

The moments within the spin-orbit levels and the mixing between them are now combined in one formula, (22), for the effective moment. It remains to evaluate it for each electron number, to find its low- and high-temperature limits, and to see what the vanishing moments of $d^1$ and $d^4$ depend on.
